\section*{Sublattice Green Functions and Gap-Edge Singularities of Staggered Bipartite Lattices, part 1}

(Sections cited here and not found follow in the second part.)

\section{The exact relation and its consequences at the gap edge}

A lattice is bipartite when its sites divide into two sets, A and B, such that hopping connects A sites with B sites but never two sites of the same set. Take one orthonormal orbital per site and list all A orbitals first. The unstaggered Hamiltonian $H_0$, the staggering operator $\Gamma$ and the full Hamiltonian are
\begin{equation}
H_0=\begin{pmatrix}0&T\\T^\dagger&0\end{pmatrix},\qquad
\Gamma=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad
H=H_0+D\,\Gamma,\qquad D>0 .
\end{equation}
Every A site thus has energy $+D$ and every B site $-D$. The block $T$ holds the hopping amplitudes. It may be complex, it need not be periodic, and it need not be square, since the sublattices may have different numbers of sites. Electrons are independent, and spin is a spectator: densities are per site and per spin unless stated otherwise. The Green functions are
\begin{equation}
G(z)=(z-H)^{-1},\qquad G^0(z)=(z-H_0)^{-1},\qquad \operatorname{Im}z\neq0 .
\end{equation}
The subscripts AA, BB and AB denote blocks. The local density of states on a site $i$ is $\rho_i(E)=-\pi^{-1}\operatorname{Im}G_{ii}(E+i0)$. It is written $\rho_A$ or $\rho_B$ according to the sublattice of the site, and $\rho^0_A$, $\rho^0_B$ denote the same quantities at $D=0$.

The relation between $G$ and $G^0$ rests on one algebraic fact. Multiplication by $\Gamma$ from the left changes the sign of the lower row of blocks, and multiplication from the right that of the right-hand column. Therefore
\begin{equation}
\Gamma H_0=\begin{pmatrix}0&T\\-T^\dagger&0\end{pmatrix}=-H_0\Gamma .
\end{equation}
With $\Gamma^2=1$, the square of the Hamiltonian becomes
\begin{equation}
H^2=H_0^2+D(H_0\Gamma+\Gamma H_0)+D^2\Gamma^2=H_0^2+D^2 ,
\end{equation}
and $H_0^2$ is block diagonal:
\begin{equation}
H_0^2=\begin{pmatrix}TT^\dagger&0\\0&T^\dagger T\end{pmatrix}.
\end{equation}
Since $H_0^2$ has no negative eigenvalue, $H^2\ge D^2$, and no state of $H$ lies at $|E|<D$.

Because $z$ commutes with $H$, one has $(z-H)(z+H)=z^2-H^2$, and hence
\begin{equation}
G(z)=(z+H)\,(z^2-H^2)^{-1}=(z+H)\,(w^2-H_0^2)^{-1},\qquad w^2=z^2-D^2 .
\end{equation}
The second factor is block diagonal, so the blocks of $G$ can be read off from those of $z+H$:
\begin{align}
G_{AA}(z)&=(z+D)\,(w^2-TT^\dagger)^{-1},\\
G_{BB}(z)&=(z-D)\,(w^2-T^\dagger T)^{-1},\\
G_{AB}(z)&=T\,(w^2-T^\dagger T)^{-1}.
\end{align}
Setting $D=0$ and calling the energy argument $w$ gives the unstaggered blocks,
\begin{align}
G^0_{AA}(w)&=w\,(w^2-TT^\dagger)^{-1},\\
G^0_{BB}(w)&=w\,(w^2-T^\dagger T)^{-1},\\
G^0_{AB}(w)&=T\,(w^2-T^\dagger T)^{-1}.
\end{align}
The same inverses occur in both sets. Eliminating them yields
\begin{equation}
G_{AA}(z)=\frac{z+D}{w}\,G^0_{AA}(w),\qquad
G_{BB}(z)=\frac{z-D}{w}\,G^0_{BB}(w),\qquad
G_{AB}(z)=G^0_{AB}(w),
\end{equation}
with $w=\sqrt{z^2-D^2}$. These are relations between whole blocks, so they hold for distant sites as well as for the local elements.

The sign of the square root does not matter here. The unstaggered AA and BB blocks are odd in $w$, so that dividing them by $w$ gives an even function, and the AB block is itself even. Nor does $w$ ever meet the spectrum of $H_0$ while $\operatorname{Im}z\neq0$. A real $w$ would require $z^2=D^2+w^2\ge D^2$, which makes $z$ real.

A random graph with 7 A sites, 5 B sites, complex hopping and $D=0.7$ was used to test the three relations by direct matrix inversion, at three complex values of $z$ and for both signs of $w$. The largest discrepancy was $1.2\times10^{-15}$, which is rounding error. When one hopping amplitude of 0.5 between two A sites was added, the discrepancy rose to 0.21. The bipartite condition is therefore needed, because hopping within a sublattice generally spoils the anticommutation of $H_0$ and $\Gamma$. If $D$ varies within a sublattice, the staggering term in general no longer anticommutes with $H_0$, and the relations fail as well. An energy offset common to all sites is harmless, as it merely shifts $z$.

For the density of states the limit $z=E+i\eta$, $\eta\to0^+$, is needed, and there a definite sign is convenient. Choose $\operatorname{Im}w>0$. From $w^2=E^2-D^2+2iE\eta$ up to terms in $\eta^2$, the imaginary part gives $\operatorname{Re}w\,\operatorname{Im}w=E\eta$, so $\operatorname{Re}w$ has the sign of $E$. For $|E|>D$,
\begin{equation}
w\to \operatorname{sgn}(E)\,q+i0,\qquad q=\sqrt{E^2-D^2}>0 .
\end{equation}
Since $G^0_{AA}$ is odd, the spectrum seen from any site of $H_0$ is symmetric, $\rho^0_A(-q)=\rho^0_A(q)$. Taking imaginary parts gives, in the upper band, $\rho_A=(E+D)\rho^0_A(q)/q$. In the lower band both $E+D$ and $w$ are negative, and their ratio is again positive. With the same argument for B,
\begin{equation}
\rho_A(E)=\frac{|E+D|}{q}\,\rho^0_A(q),\qquad
\rho_B(E)=\frac{|E-D|}{q}\,\rho^0_B(q),\qquad |E|>D .
\end{equation}

Two sum rules confirm the factors. Let $\rho^0_A$ have no delta peak at zero, and add the contributions of $E$ and $-E$ with $E>0$. As $q\,dq=E\,dE$,
\begin{align}
\int\rho_A\,dE&=\int_D^\infty\frac{(E+D)+(E-D)}{q}\rho^0_A(q)\,dE=\int_0^\infty2\rho^0_A(q)\,dq=1,\\
\int E\rho_A\,dE&=\int_D^\infty\frac{E(E+D)-E(E-D)}{q}\rho^0_A(q)\,dE=D\int_0^\infty2\rho^0_A(q)\,dq=D .
\end{align}
The mean energy seen from an A site is its own site energy, as it must be for any $\langle i|H|i\rangle$.

The asymmetry between the sublattices also appears in each eigenstate. From $\Gamma H+H\Gamma=2D$ and $H\psi=E\psi$ with $\psi$ normalized,
\begin{equation}
2E\,\langle\psi|\Gamma|\psi\rangle=2D,\qquad\text{so}\qquad \langle\psi|\Gamma|\psi\rangle=\frac{D}{E}.
\end{equation}
The weights on A and B add up to one and differ by $D/E$. The weight on A is therefore $(E+D)/(2E)$. A state at $E=D$ lives on A alone, one at $E=-D$ on B alone, and for $|E|\gg D$ the weights become nearly equal. If the two sublattices are equivalent, so that $\rho^0_A=\rho^0_B$, the polarisation of the local densities follows the same law:
\begin{equation}
P(E)=\frac{\rho_A-\rho_B}{\rho_A+\rho_B}=\frac{D}{E}\qquad(E>D).
\end{equation}

States of $H_0$ at zero energy need separate treatment. Let $\Pi_A$ project on the A-sublattice states that $T^\dagger$ annihilates, and $\Pi_B$ on the B-sublattice states that $T$ annihilates. They contribute $\Pi_A/w$ to $G^0_{AA}$ and $\Pi_B/w$ to $G^0_{BB}$. The prefactors turn these into
\begin{equation}
\frac{z+D}{w^2}\,\Pi_A=\frac{\Pi_A}{z-D},\qquad
\frac{z-D}{w^2}\,\Pi_B=\frac{\Pi_B}{z+D}.
\end{equation}
Zero modes on A become a delta peak at $+D$, and those on B a peak at $-D$. In a finite system with more A than B sites, $T^\dagger$ maps a larger space into a smaller one and annihilates at least as many independent states as there are surplus A sites. The graph with 7 and 5 sites has two levels at $+D$, with all their weight on A.

For a continuous spectrum, the behaviour at the gap edge depends on how the unstaggered density behaves near zero. There is no edge law common to all bipartite lattices. Suppose that at the site considered
\begin{equation}
\rho^0(q)\simeq C\,q^{a},\qquad q\to0^+,\quad a>-1,
\end{equation}
where $a>-1$ keeps the number of states finite. Let $E=D+\epsilon$. Then $q^2=(D+\epsilon)^2-D^2=2D\epsilon+\epsilon^2$, while $E+D=2D+\epsilon$ and $E-D=\epsilon$. To leading order in $\epsilon/D$, $q\simeq(2D\epsilon)^{1/2}$, and
\begin{align}
\rho_A&\simeq 2D\,C\,(2D\epsilon)^{(a-1)/2}=C\,(2D)^{(a+1)/2}\,\epsilon^{(a-1)/2},\\
\rho_B&\simeq \epsilon\,C\,(2D\epsilon)^{(a-1)/2}=C\,(2D)^{(a-1)/2}\,\epsilon^{(a+1)/2}.
\end{align}
For an A site and a B site with the same $a$ the exponents differ by one, because the B weight of a state vanishes in proportion to $\epsilon$. Sites with different $a$ need not follow this: in a half-infinite chain the end site has $a=0$ and its neighbour $a=2$, so the exponents are $-1/2$ on A and $3/2$ on B if the end site is A, and $1/2$ on both if it is B. At the lower edge, $E=-D-\epsilon$, the factors $|E+D|=\epsilon$ and $|E-D|=2D+\epsilon$ have changed places, and so have the two exponents. Each sublattice keeps its own $C$ and $a$. Integration from 0 to $\epsilon$ gives the numbers of states per site above the upper edge,
\begin{equation}
N_A\simeq\frac{2C}{a+1}(2D\epsilon)^{(a+1)/2},\qquad
N_B\simeq\frac{2C}{a+3}(2D)^{(a-1)/2}\epsilon^{(a+3)/2}.
\end{equation}

A power law starting at $q=0$ presupposes that $H_0$ has states down to zero energy. If $H_0$ has a gap of its own, $|w|>D_0$, the edge lies at $E_e=\sqrt{D^2+D_0^2}$. Near it, $q\,dq=E\,dE$ gives $q-D_0\simeq(E_e/D_0)(E-E_e)$, while the prefactors $(E_e\pm D)/D_0$ are finite. Both sublattices then inherit the singularity that $\rho^0$ has at $D_0$. For equivalent sublattices the amplitudes have the ratio $(E_e+D)/(E_e-D)$. In a dimerised chain with alternating hopping 1.0 and 0.6 and $D=0.3$, one has $D_0=0.4$, $E_e=0.5$ and the ratio $0.8/0.2=4$. Diagonalization gives 4.00 for the states within 0.001 of the edge.

Inside the gap the local elements of the Green function are real. Put $w=i\kappa$ with $\kappa=\sqrt{D^2-E^2}>0$. The local element of $G^0_{AA}$ is
\begin{equation}
G^0_{AA}(i\kappa)=\int\frac{\rho^0_A(u)}{i\kappa-u}\,du
=-\int\frac{(i\kappa+u)\rho^0_A(u)}{\kappa^2+u^2}\,du
=-i\kappa\int\frac{\rho^0_A(u)}{\kappa^2+u^2}\,du ,
\end{equation}
as the term odd in $u$ integrates to zero. The factor $i\kappa$ cancels against $w$, and the same holds for B:
\begin{equation}
G_{AA}(E)=-(D+E)\int\frac{\rho^0_A(u)}{\kappa^2+u^2}\,du,\qquad
G_{BB}(E)=(D-E)\int\frac{\rho^0_B(u)}{\kappa^2+u^2}\,du .
\end{equation}
Let $E=D-\delta$, so that $\kappa^2\simeq2D\delta$. If $\rho^0(0)$ is finite and nonzero, $\kappa/[\pi(\kappa^2+u^2)]$ acts as a delta function when $\kappa\to0$, and the integrals tend to $\pi\rho^0(0)/\kappa$. Hence
\begin{equation}
G_{AA}\simeq-\pi\rho^0_A(0)\sqrt{\frac{2D}{\delta}},\qquad
G_{BB}\simeq\pi\rho^0_B(0)\sqrt{\frac{\delta}{2D}} .
\end{equation}

The divergence has a direct physical consequence. Let one A site carry an additional energy $U$. A bound state obeys $(E-H)\psi=U|i\rangle\psi_i$, whose component on that site gives $1=U\,G_{AA}(E)$. In the gap $dG_{AA}/dE=-\langle i|(E-H)^{-2}|i\rangle<0$. For finite and nonzero $\rho^0_A(0)$, $G_{AA}$ thus falls from zero at $E=-D$ to $-\infty$ at $E=D$, and every attractive $U$ on an A site binds one state in the gap. For weak attraction its distance from the upper edge is $\delta\simeq2D\,[\pi\rho^0_A(0)U]^2$. On a B site the signs are reversed: a repulsive $U$ binds a state, which for weak $U$ lies near the lower edge.

The exact relations give the local densities and the in-gap Green functions of a uniformly staggered bipartite lattice from those at $D=0$, and the behaviour at the gap edge follows from the unstaggered density at low energy. What remains is to find that density for particular lattices and to apply the results to a gapped graphene sheet.
